# Mean chord and Casimir transport length of fins with diffuse walls

## Question

I am estimating heat conduction along a semiconductor fin 10 nm thick. The walls are rough, so I assume that they scatter the heat carriers diffusely, and I use

$$\kappa=\tfrac13 C v\Lambda ,$$

with $C$ the heat capacity per volume and $v$ the carrier speed. For $\Lambda$ I insert the mean chord $4A/P$, where $A$ is the area of the cross-section and $P$ its perimeter. For a round wire this gives the diameter, which is the known Casimir result. The mean chord is also the average distance between wall collisions, for any convex section.

Can I therefore use $4A/P$ for a square fin, and for one much wider than it is thick? If not, what is wrong with the argument, given that $4A/P$ really is the mean free flight?

## Answer

The mean flight is right, but conduction does not measure the mean flight. It measures how far carriers move *along the fin*, and long flights count there more than in proportion to their length. For a circle the two quantities happen to agree. For a square and for a wide rectangle they do not.

### What conduction averages

Take a long, straight fin along $z$ with a convex section. All carriers have the same speed, their directions are isotropic in equilibrium, and they scatter nowhere except at the walls. Let the temperature be $T(z)=T_0+Gz$ with a small gradient $G$.

A diffuse wall sends out carriers isotropically, with the energy density of the local temperature. Per unit solid angle this is $CT/4\pi$, counted from a reference temperature. Consider a point at height $z$ and carriers moving at angle $\theta$ to the axis. If the distance back to the wall is $L$, they left the wall at height $z-L\cos\theta$. Nothing changes them on the way, so their energy density per solid angle is

$$e=\frac{C}{4\pi}\left[T(z)-GL\cos\theta\right].$$

This is consistent with the assumed wall temperature. The second term changes sign when $\theta\to\pi-\theta$, so it adds nothing to the total energy arriving at a wall element. The wall receives what it emits.

The heat flux is the integral of $v\cos\theta\,e$ over solid angle. The first term of $e$ cancels between up and down, which leaves

$$q=-\frac{CvG}{4\pi}\int L\cos^2\theta\,d\Omega .$$

Averaging over the section and using $q=-\kappa G$ gives $\kappa=Cv\langle L\cos^2\theta\rangle$, where the average runs over position and direction. Comparison with $\kappa=Cv\Lambda_C/3$ defines the Casimir length:

$$\boxed{\Lambda_C=3\,\langle L\cos^2\theta\rangle}$$

Let $\ell$ be the distance back to the wall projected on the cross-section, so that $L=\ell/\sin\theta$, and let $\phi$ be the direction in that plane. Since $d\Omega=\sin\theta\,d\theta\,d\phi$, the factors $\sin\theta$ cancel and $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. Hence

$$\Lambda_C=\frac{3}{4\pi}\,\frac{\pi}{2}\int_0^{2\pi}\langle\ell\rangle_A\,d\phi=\frac38\int_0^{2\pi}\langle\ell\rangle_A\,d\phi, \tag{1}$$

where $\langle\ell\rangle_A$ is the average over the area.

### The same quantity in terms of chords

A chord $c$ is a complete flight from wall to wall. Carriers leave a wall element $ds$ with weight $(\mathbf n\cdot\boldsymbol\Omega)\,ds\,d\Omega$, where $\mathbf n$ is the inward normal. This is the cosine law. The same factor is the width of the tube of rays starting on $ds$, so the volume can be filled with such tubes. Within one tube $L$ runs from 0 to $c$, and therefore

$$\int_0^c dL=c,\qquad \int_0^c L\,dL=\frac{c^2}{2}.$$

The volume average becomes a ratio of chord averages, now denoted by plain brackets:

$$\Lambda_C=3\,\frac{\langle c^2\cos^2\theta\rangle/2}{\langle c\rangle}=\frac32\,\frac{\langle z^2\rangle}{\langle c\rangle},\qquad z=c\cos\theta. \tag{2}$$

For the mean chord, the tubes fill the area $A$ once for each direction, so the sum of all chords per unit length of fin is $4\pi A$. The total weight is $P\int(\mathbf n\cdot\boldsymbol\Omega)\,d\Omega=\pi P$, integrated over the inward half-space. Thus

$$\langle c\rangle=\frac{4\pi A}{\pi P}=\frac{4A}{P}.$$

Equation (2) describes a random walk. Each flight takes the mean time $\langle c\rangle/v$ and moves the carrier by $z$ along the fin. Up and down are equally likely after every diffuse reflection, so successive steps are uncorrelated. The diffusivity is $D=\langle z^2\rangle v/(2\langle c\rangle)$, and $\kappa=CD$ reproduces (2). The mean chord supplies the clock of this walk. The size of the steps enters through $\langle z^2\rangle$, which the mean chord does not determine.

### Why the circle hides the difference

Let $\psi$ be the angle between the in-plane direction and the inward normal. Then $\mathbf n\cdot\boldsymbol\Omega=\sin\theta\cos\psi$, and the full weight is $\sin^2\theta\cos\psi\,d\theta\,d\psi\,ds$. From here on, $\ell$ inside plain brackets is the whole projected chord, averaged with weight $\cos\psi\,d\psi\,ds$. With $c=\ell/\sin\theta$ and $z=\ell\cot\theta$, the polar integrals separate:

$$\langle c\rangle=\frac{\int_0^\pi\sin\theta\,d\theta}{\int_0^\pi\sin^2\theta\,d\theta}\langle\ell\rangle=\frac4\pi\langle\ell\rangle,\qquad
\langle z^2\rangle=\frac{\int_0^\pi\cos^2\theta\,d\theta}{\int_0^\pi\sin^2\theta\,d\theta}\langle\ell^2\rangle=\langle\ell^2\rangle .$$

Inserting these in (2) and dividing once more by $\langle c\rangle$ gives

$$\frac{\Lambda_C}{4A/P}=\frac32\,\frac{\langle z^2\rangle}{\langle c\rangle^2}=\frac{3\pi^2}{32}\,\frac{\langle\ell^2\rangle}{\langle\ell\rangle^2}. \tag{3}$$

The prefactor is 0.925 and comes from the polar angle alone. The second factor is one plus the relative variance of the projected chords, and it depends on the shape.

In a circle of diameter $D_0$, $\ell=D_0\cos\psi$ with $-\pi/2<\psi<\pi/2$. The integrals of $\cos\psi$, $\cos^2\psi$ and $\cos^3\psi$ over this range are $2$, $\pi/2$ and $4/3$. Hence $\langle\ell\rangle=\pi D_0/4$ and $\langle\ell^2\rangle=2D_0^2/3$, and the shape factor is $32/(3\pi^2)$. It cancels the prefactor, so $\Lambda_C=4A/P=D_0$. The agreement is a property of the circle's chord distribution and gives no licence for other sections.

### The rectangle

In (1), write $\ell=\int_0^\ell d\rho$ and use $d\rho\,d\phi=d^2r'/\rho$. In a convex section every point $\mathbf r'$ is visible from every point $\mathbf r$, so

$$\Lambda_C=\frac{3}{8A}\int_A\!\int_A\frac{d^2r\,d^2r'}{|\mathbf r-\mathbf r'|}.$$

For a rectangle of width $w$ and thickness $t$, the pairs separated by $(x,y)$ fill an area $(w-|x|)(t-|y|)$. The four sign combinations are equal, and $A=wt$, so

$$\Lambda_C=\frac{3}{2wt}J,\qquad J=\int_0^w\!\!\int_0^t\frac{(w-x)(t-y)}{\sqrt{x^2+y^2}}\,dy\,dx .$$

Expanding the product gives $J=wt\,I_0-t\,I_x-w\,I_y+I_{xy}$, where the numerators of the four integrals are $1$, $x$, $y$ and $xy$. Let $d=\sqrt{w^2+t^2}$.

For $I_0$, integrate over $y$ first and then by parts over $x$; the boundary term at $x=0$ vanishes:

$$I_0=\int_0^w\operatorname{asinh}\frac tx\,dx=w\operatorname{asinh}\frac tw+\int_0^w\frac{t\,dx}{\sqrt{x^2+t^2}}=w\operatorname{asinh}\frac tw+t\operatorname{asinh}\frac wt .$$

For $I_x$, integrate over $x$ first:

$$I_x=\int_0^t\left(\sqrt{w^2+y^2}-y\right)dy=\frac{td+w^2\operatorname{asinh}(t/w)}2-\frac{t^2}{2}.$$

Exchanging $w$ and $t$ gives

$$I_y=\frac{wd+t^2\operatorname{asinh}(w/t)}2-\frac{w^2}{2}.$$

Finally,

$$I_{xy}=\int_0^t y\left(\sqrt{w^2+y^2}-y\right)dy=\frac{d^3-w^3-t^3}{3}.$$

In the sum, half of each asinh term survives. The terms linear in $d$ combine to $-(t^2+w^2)d/2=-d^3/2$, and with the $d^3/3$ from $I_{xy}$ they leave $-d^3/6$. The cubes of the sides leave $\tfrac12-\tfrac13=\tfrac16$. Hence

$$J=\frac{w^2t}{2}\operatorname{asinh}\frac tw+\frac{wt^2}{2}\operatorname{asinh}\frac wt+\frac{w^3+t^3-d^3}{6},$$

$$\boxed{\Lambda_C=\frac34\left[w\operatorname{asinh}\frac tw+t\operatorname{asinh}\frac wt\right]+\frac{w^3+t^3-d^3}{4wt}} \tag{4}$$

**Square.** For $w=t=a$, $\operatorname{asinh}1=\ln(1+\sqrt2)$ and $d^3=2\sqrt2\,a^3$, so

$$\Lambda_C=a\left[\frac32\ln(1+\sqrt2)+\frac{1-\sqrt2}{2}\right]=1.115\,a,\qquad \frac{4A}{P}=a .$$

**Very wide fin.** For $w\gg t$, $w\operatorname{asinh}(t/w)\to t$ and $\operatorname{asinh}(w/t)\to\ln(2w/t)$. Expanding $d^3=w^3(1+t^2/w^2)^{3/2}$ gives $w^3-d^3\to-\tfrac32wt^2$, so the last term of (4) tends to $-\tfrac38t$. Together,

$$\Lambda_C\to\frac34t\left[\ln\frac{2w}{t}+\frac12\right],\qquad \frac{4A}{P}=\frac{2wt}{w+t}\to2t. \tag{5}$$

One length grows without limit and the other saturates.

### The angular weighting

The tube argument holds for each direction separately: the chords along any one direction, with their weights, sum to the same area $A$. In the numerator of the mean chord, all in-plane directions therefore count equally. In $\Lambda_C$, a direction counts in proportion to $\langle\ell\rangle_A$, which is large where the chords are long.

This explains the logarithm. At a small angle $\alpha$ to the wide face, with $t/w\ll\alpha\ll1$, most chords have projected length $t/\alpha$, and the area average of $\ell$ is half of that. There are four such ranges of direction, so (1) receives

$$\frac38\cdot4\int\frac{t}{2\alpha}\,d\alpha=\frac34t\int\frac{d\alpha}{\alpha}.$$

The lower end, $\alpha\sim t/w$, is set by the side walls. This gives the term $\tfrac34t\ln(w/t)$ of (5).

Directions within 10° of the width make up 11.1 % of all in-plane directions, and they supply that share of the mean chord in both fins. In $\Lambda_C$ their share is 11.5 % for the square and 44 % for a rectangle with $w/t=20$. The wide fin thus shows strong directional weighting. The square shows little of it in this range of angles; its excess over $4A/P$ arises because the relative chord variance in (3) is larger than that of the circle and more than makes up for the prefactor 0.925.

### Numbers for two fins

Take $t=10$ nm, widths of 10 and 200 nm, $C=0.9$ J/(cm³ K) and $v=2000$ m/s. These are round model values. The common factor is

$$\frac{Cv}{3}=\frac{0.9\times10^6\times2000}{3}=6.0\times10^8\ \mathrm{W/(m^2\,K)} .$$

For the square, $\Lambda_C=11.15$ nm gives $\kappa=6.7$ W/(m K), while $4A/P=10$ nm would give 6.0. For the wide fin,

$$\frac{4A}{P}=\frac{2\times200\times10}{210}=19.05\ \mathrm{nm},\qquad \Lambda_C=31.54\ \mathrm{nm},$$

so $\kappa=18.9$ W/(m K) instead of 11.4. Tracing rays back from points spread over the section, directly from $3\langle L\cos^2\theta\rangle$, also gives 11.15 and 31.54 nm.

No correction that depends on $4A/P$ alone can repair the rule. A square of side 19.05 nm has the same mean chord as the wide fin, but its Casimir length is 21.24 nm. At fixed thickness the discrepancy grows with width:

| $w/t$ | $\Lambda_C/t$ | $\Lambda_C/(4A/P)$ |
|---:|---:|---:|
| 1 | 1.115 | 1.115 |
| 5 | 2.151 | 1.290 |
| 20 | 3.154 | 1.656 |
| 100 | 4.351 | 2.197 |

### When the fin is too wide for a Casimir length

The logarithm comes from long flights, and in a real solid these are interrupted by scattering in the bulk. Let the bulk mean free path be $\Lambda_b$, and let each bulk event restore the local equilibrium. A carrier then survives a distance $s$ with probability $e^{-s/\Lambda_b}$, and $L$ is replaced by the mean distance since its last event:

$$L\;\to\;\int_0^L e^{-s/\Lambda_b}\,ds=\Lambda_b\left(1-e^{-L/\Lambda_b}\right).$$

In an infinitely wide film, let $\mu$ be the cosine of the angle to the film normal. Then $L=y/\mu$ with $y$ uniform between 0 and $t$, and $\cos^2\theta$ averages to $(1-\mu^2)/2$ around the normal. With $\delta=t/\Lambda_b$, the average over $y$ gives

$$\Lambda=\frac32\Lambda_b\int_0^1(1-\mu^2)\,h\!\left(\frac\delta\mu\right)d\mu,\qquad h(u)=1-\frac{1-e^{-u}}{u}.$$

Let $\delta\ll1$. In the $\mu^2$ part the small-$u$ form $h\approx u/2$ suffices and gives $\int_0^1\mu\,\delta/2\,d\mu=\delta/4$. In the other part, substitute $u=\delta/\mu$ and integrate $e^{-u}/u^3$ by parts twice:

$$\int_0^1h\,d\mu=\delta\int_\delta^\infty\frac{h(u)}{u^2}du
=\delta\left[\frac1\delta-\frac1{2\delta^2}+\frac{e^{-\delta}}{2\delta^2}-\frac{e^{-\delta}}{2\delta}+\frac{E_1(\delta)}2\right].$$

For small $\delta$ the exponential integral is $E_1(\delta)\approx-\gamma-\ln\delta$, with $\gamma=0.577$. Expanding the exponentials cancels all inverse powers, and the bracket becomes $\tfrac12\ln(1/\delta)+\tfrac34-\tfrac\gamma2$. Subtracting $\delta/4$ and multiplying by $\tfrac32\Lambda_b$ yields

$$\Lambda\to\frac34t\left[\ln\frac{\Lambda_b}{t}+1-\gamma\right]. \tag{6}$$

The bulk path has taken the place of the width. The logarithm is cut off by the shorter of $w$ and $\Lambda_b$: (5) requires $\Lambda_b\gg w\gg t$, and (6) requires $w\gg\Lambda_b\gg t$. The approach is slow; at $w/t=100$ and $\Lambda_b=10w$ the length is still about 4 % below (5).

With $\Lambda_b=250$ nm, the square drops from 11.15 to 10.4 nm, or by 7 %. The wide fin drops from 31.5 to 24.0 nm, or by 24 %. Adding inverse lengths, $1/\Lambda=1/\Lambda_b+P/4A$, gives 9.6 and 17.7 nm. For the wide fin this is about 26 % below the value for the same model, so including bulk scattering in this way does not rescue the mean chord.

### How far a real fin departs from this

The values of $C$, $v$ and $\Lambda_b$ are of the rough size expected for heat-carrying vibrations in silicon at room temperature; they give a bulk conductivity of 150 W/(m K). A thickness near 10 nm is realistic for a transistor fin. A width of 200 nm is large for one, and is closer to a thin strip; for a fin several times taller than thick, the row $w/t=5$ is the more relevant.

One delicate assumption is that walls are diffuse at every angle. A wall with Gaussian height variations of rms size $\eta$ changes the reflected path by $2\eta\mu$, where $\mu$ is now the cosine of incidence on that wall. The phase $\varphi$ is therefore Gaussian with rms value $\sigma=4\pi\eta\mu/\lambda$. The mirror-reflected amplitude is the average of $e^{i\varphi}$ over the wall, which is $e^{-\sigma^2/2}$. Its square is the mirror-reflected fraction,

$$p=\exp\left[-\left(\frac{4\pi\eta\mu}{\lambda}\right)^2\right].$$

For $\eta=1$ nm and wavelength $\lambda=2$ nm, $p$ is negligible at normal incidence but 0.67 at $\mu=0.1$. In equilibrium the wall must still send out an isotropic distribution, so the part that is not mirrored leaves with weight $(1-p)\mu$ instead of the plain cosine law. With this rule and with bulk scattering kept, these grazing mirrors raise the square from 10.4 to 14.8 nm and the wide fin from 24.0 to 37.6 nm. For the square this rise of about 40 % is larger than the excess of $\Lambda_C$ over $4A/P$, which is 11.5 % of $4A/P$. When the walls limit the flights, modes count with weight $Cv$, and 2 nm is then at the long end for silicon at room temperature; shorter waves are mirrored less, and the rise is then smaller. Since $p$ depends only on $\eta/\lambda$, a smoother wall acts the other way: at $\eta=0.3$ nm and $\lambda=2$ nm the square rises more than threefold. The estimate also ignores how the roughness is correlated along the wall, so it shows sensitivity and is not a prediction.

Finite length acts the other way. A reservoir sends the flux $Cv\Delta T/4$ into the fin, and a fraction $\mathcal T$ passes. For a long fin of length $H$, equating $\mathcal T Cv/4$ with $\kappa/H$ gives $\mathcal T=4\Lambda_C/(3H)$. For $H=200$ nm without bulk scattering, simulated flights give 0.89 of this conductance for the square and 0.66 for the wide fin, with a sampling error of about 0.01. Shorter fins fall further below the long-fin law: at $H=50$ nm the ratio is about 0.69 for the square and 0.54 for $w/t=5$.

These corrections were found under different conditions and should not be multiplied together. The ratio $\lambda/t=0.2$ also makes the particle picture approximate. That error, the spread of bulk paths over frequency, elastic anisotropy and heat loss into a substrate are not included.

So keep $4A/P$ for the mean flight between wall collisions. For conduction along a rectangular fin with diffuse walls that is much longer than both $w$ and $\Lambda_C$, use (4) only where bulk scattering can be neglected, and the bulk-corrected average otherwise. For the square, a $\Lambda_b$ of 25 times the side still lowers the result by 7 %. The numerical output below lists the remaining values.

## Table of computed values

```
thickness 10 nm, wide fin width 200 nm
heat capacity 0.9 J/(cm3 K), speed 2000 m/s
bulk path 250 nm, bulk conductivity 150 W/(m K)
circle: mean chord/diameter 1.0000, Casimir/diameter 1.0000
square: 4A/P 10.00 nm, Casimir length 11.15 nm, ratio 1.115
  from chords: mean 10.00 nm, transport 11.15 nm
  pair integral 11.15 nm, ray tracing 11.15 nm
  share within 10 deg of width: mean chord 11.1 %, transport 11.5 %
  conductivity: from 4A/P 6.00, Casimir 6.69 W/(m K)
  with bulk scattering 10.4 nm (-7 % from Casimir)
  inverse-sum rule with 4A/P 9.6 nm
  with bulk scattering and grazing mirrors 14.8 nm (factor 1.43)
  200 nm long, no bulk scattering: transmission 0.066, conductance/long-fin law 0.89
wide: 4A/P 19.05 nm, Casimir length 31.54 nm, ratio 1.656
  from chords: mean 19.05 nm, transport 31.54 nm
  pair integral 31.54 nm, ray tracing 31.54 nm
  share within 10 deg of width: mean chord 11.1 %, transport 44.0 %
  conductivity: from 4A/P 11.43, Casimir 18.92 W/(m K)
  with bulk scattering 24.0 nm (-24 % from Casimir)
  inverse-sum rule with 4A/P 17.7 nm
  with bulk scattering and grazing mirrors 37.6 nm (factor 1.57)
  200 nm long, no bulk scattering: transmission 0.138, conductance/long-fin law 0.66
square with the wide fin's 4A/P: side 19.05 nm, Casimir length 21.24 nm
w/t, 4A/(P t), Casimir/t, Casimir/(4A/P):
      1   1.000   1.115   1.115
      2   1.333   1.532   1.149
      5   1.667   2.151   1.290
     10   1.818   2.646   1.456
     20   1.905   3.154   1.656
    100   1.980   4.351   2.197
   1000   1.998   6.076   3.041
w/t = 10000, no bulk: Casimir/t 7.8026, log law 7.8026
infinite film, bulk/t = 10000: length/t 7.2249, log law 7.2248
infinite film, diffuse: integral 27.5 nm, ray tracing 27.5 nm
infinite film, grazing mirrors: integral 50.1 nm, ray tracing 50.1 nm
roughness 1.0 nm, wavelength 2.0 nm, wavelength/thickness 0.20
mirror probability: normal 7.2e-18, at mu = 0.1 0.67
```
